# Ripple instability of a surface under uniaxial stress: angular dependence, part 2

A deep, isotropic, linearly elastic solid carries a uniform in-plane uniaxial stress $\sigma$ (force per area). Its surface is rippled as $h=a\cos k\xi$, with $\xi$ along the wavevector, $\eta$ across it in the surface and $z$ outwards; the solid fills $z<0$ to leading order. How does the elastic energy released depend on the angle $\phi$ from the stress axis to the wavevector? Mean height and remote strain are fixed. Write $c=\cos\phi$, $s=\sin\phi$, $G$ for the shear modulus and $\nu$ for Poisson's ratio. Angle brackets denote the mean over a period.

A first derivation used the strain energy density $w$ at the surface, through $\delta E=\langle w\,\delta h\rangle$, and found the energy change per area at small slope $ak$:
$$\Delta E=-\frac{\sigma^2ka^2}{4G}\,F(\phi),\qquad F=\cos^2\phi\,(1-\nu\cos^2\phi). \tag{1}$$
For a general uniform in-plane stress $\sigma^0_{ij}$, $\sigma^2F$ is replaced by
$$(1-\nu)(\sigma^0_{\xi\xi})^2+(\sigma^0_{\xi\eta})^2 . \tag{9}$$

With surface energy $\gamma$, the total change is
$$\Delta E_{\rm tot}=\frac{a^2k}{4}\left(\gamma k-\frac{\sigma^2F}{G}\right). \tag{10}$$
It is negative for $k<k_c$, with
$$k_c=\frac{\sigma^2F}{G\gamma}. \tag{11}$$
Surface diffusion gives the growth rate
$$r=Mk^2\left(\frac{\sigma^2Fk}{G}-\gamma k^2\right)=M\gamma(k_ck^3-k^4), \tag{12}$$
where $M=D_sn_s\Omega^2/k_BT$, with surface diffusivity $D_s$, site density $n_s$, atomic volume $\Omega$ and thermal energy $k_BT$. Growth is fastest at $k=\tfrac34k_c$, with a peak rate proportional to $MF^4/\gamma^3$.

The second derivation uses the correction $v_i$ that the ripple adds to the uniform displacement. With elastic constants $C_{ijkl}$,
$$\Delta E=-\frac12\int C_{ijkl}\,\partial_jv_i\,\partial_lv_k\,dV . \tag{14}$$
At small slope the integral may be taken over the flat half-space. There the correction stresses decay with depth and meet, at $z=0$, the tangential tractions $\sigma_{\xi z}=T_\xi\sin k\xi$ and $\sigma_{\eta z}=T_\eta\sin k\xi$, with $T_\xi=-ak\sigma c^2$, $T_\eta=ak\sigma cs$ and no normal load. Their energy is now to be calculated.

### The stress along the wavevector

The tractions $T_\xi$ produce plane strain in the $\xi z$ plane. Equilibrium is satisfied automatically by a stress function $\chi$ with
$$\sigma_{\xi\xi}=\partial_z^2\chi,\qquad \sigma_{zz}=\partial_\xi^2\chi,\qquad \sigma_{\xi z}=-\partial_\xi\partial_z\chi .$$
The strains in plane strain are
$$\varepsilon_{\xi\xi}=\frac{(1-\nu)\sigma_{\xi\xi}-\nu\sigma_{zz}}{2G},\quad
\varepsilon_{zz}=\frac{(1-\nu)\sigma_{zz}-\nu\sigma_{\xi\xi}}{2G},\quad
\varepsilon_{\xi z}=\frac{\sigma_{\xi z}}{2G}.$$
They derive from a displacement if $\partial_z^2\varepsilon_{\xi\xi}+\partial_\xi^2\varepsilon_{zz}=2\partial_\xi\partial_z\varepsilon_{\xi z}$. In terms of $\chi$ this condition reads
$$(1-\nu)(\partial_z^4\chi+\partial_\xi^4\chi)-2\nu\,\partial_\xi^2\partial_z^2\chi=-2\,\partial_\xi^2\partial_z^2\chi ,$$
which is $(1-\nu)\nabla^4\chi=0$.

The decaying solutions proportional to $\cos k\xi$ are $\chi=(A'+Bz)e^{kz}\cos k\xi$. Zero normal stress at $z=0$ requires $A'=0$. With $\zeta=kz$, the stresses are
$$\sigma_{\xi\xi}=Bk(2+\zeta)e^{\zeta}\cos k\xi,\qquad \sigma_{zz}=-Bk\,\zeta e^{\zeta}\cos k\xi,$$
$$\sigma_{\xi z}=Bk(1+\zeta)e^{\zeta}\sin k\xi .$$
The shear traction at the surface fixes $Bk=T_\xi$, so $B=-a\sigma c^2$. At a crest the correction is $\sigma_{\xi\xi}=-2ak\sigma c^2$, opposite in sign to the applied stress: the crest is unloaded by twice the slope, relative to the applied component $\sigma c^2$.

### Its energy

The energy density, half the sum of stress times strain, can be arranged as
$$w_1=\frac{1}{4G}\left[(1-\nu)(\sigma_{\xi\xi}+\sigma_{zz})^2-2(\sigma_{\xi\xi}\sigma_{zz}-\sigma_{\xi z}^2)\right].$$
Expanding the square gives the cross term $2(1-\nu)-2=-2\nu$, as the strains above require.

In the first part, the terms in $\zeta$ cancel: $\sigma_{\xi\xi}+\sigma_{zz}=2Bke^\zeta\cos k\xi$. The mean of its square over a period is $2B^2k^2e^{2kz}$, and integration over $z$ from $-\infty$ to $0$ gives $B^2k$.

In the second part, the mean over a period is
$$\langle\sigma_{\xi\xi}\sigma_{zz}-\sigma_{\xi z}^2\rangle
=-\frac{B^2k^2}{2}\left[\zeta(2+\zeta)+(1+\zeta)^2\right]e^{2\zeta}
=-\frac{B^2k^2}{2}(2\zeta^2+4\zeta+1)e^{2\zeta}.$$
The integrals of $\zeta^2e^{2\zeta}$, $\zeta e^{2\zeta}$ and $e^{2\zeta}$ over negative $\zeta$ are $\tfrac14$, $-\tfrac14$ and $\tfrac12$. The sum $2\cdot\tfrac14-4\cdot\tfrac14+\tfrac12$ is zero, so this part does not contribute. The stored energy per area is
$$E_\parallel=\frac{(1-\nu)B^2k}{4G}=\frac{\sigma^2ka^2}{4G}(1-\nu)c^4 . \tag{15}$$

### The stress across the wavevector

For the other load, take
$$\sigma_{\eta z}=T_\eta e^{kz}\sin k\xi,\qquad \sigma_{\eta\xi}=T_\eta e^{kz}\cos k\xi .$$
These satisfy equilibrium, $\partial_\xi\sigma_{\eta\xi}+\partial_z\sigma_{\eta z}=0$. They also satisfy $\partial_z\sigma_{\eta\xi}=\partial_\xi\sigma_{\eta z}$, which ensures that both derive from one displacement $u_\eta$. The energy density is $(\sigma_{\eta z}^2+\sigma_{\eta\xi}^2)/2G=T_\eta^2e^{2kz}/2G$. Integration over depth gives
$$E_\perp=\frac{T_\eta^2}{4Gk}=\frac{\sigma^2ka^2}{4G}c^2s^2 . \tag{16}$$

In an isotropic solid the two fields share no energy term, because they involve different stress components. By (14),
$$\Delta E=-(E_\parallel+E_\perp)=-\frac{\sigma^2ka^2}{4G}\left[(1-\nu)c^4+c^2s^2\right]=-\frac{\sigma^2ka^2}{4G}F .$$
This is the first result, recovered by a different account of the energy.

### What each derivation assumes

Both derivations assume a deep isotropic solid, small slope, fixed mean height and fixed remote strain, and both use the same linearised load. Both also give the material in the crests the same unstressed state as the rest of the solid, so that added material continues the strain below it. They differ in the energy argument.

The first needs equilibrium at every intermediate amplitude. Its theorem, $\delta E=\langle w\,\delta h\rangle$, does not need a quadratic energy density; that enters later, when the response is calculated. It supplies the local quantity that drives diffusion.

The second compares just two states and needs no growth path. It does need a quadratic energy, since (14) rests on the factor of two between the linear and quadratic terms. In return it displays the sign of the elastic effect at finite amplitude. The sign alone needs less: $v_i=0$ is an allowed trial field, so the energy cannot rise whenever the rippled equilibrium minimises it. It gives one number for the whole profile, so the local driving must be recovered by varying that number with respect to $h$.

Holding the remote load instead of the strain gives the same energy change for a sufficiently deep solid, provided that the potential energy of the load is counted together with the elastic energy. The stored elastic energy alone then rises, because the load does work. At fixed strain, the ripple changes the total force per width by an amount independent of the depth $L$. Relaxing that force lowers the total energy, load included, by a further amount proportional to $1/L$.

Two numerical checks bear on the approximations. Minimising the elastic energy on the curved domain at slope $ak=0.02$ reproduced (1) within a relative error of $3\times10^{-4}$ for the angles and Poisson ratios tested. At slope 0.3, with $\phi=0$ and $\nu=0.222$, the released energy was 0.94 of the quadratic law.

### A bent silicon beam

Consider a narrow silicon beam 20 um thick, bent so that its (001) surface carries 1.00 GPa along [110], and annealed at 973 K. Rough cubic constants give the averages $G=66.8$ GPa and $\nu=0.222$; the surface energy is roughly 1.3 J/m². At $\phi=0$, $F=0.778$, and
$$k_c=\frac{(1.00\times10^9)^2\times0.778}{66.8\times10^9\times1.3}\ {\rm m^{-1}}=0.00896\ {\rm nm^{-1}} .$$
The critical wavelength $2\pi/k_c$ is about 700 nm. The fastest is $4/3$ of this, about 935 nm.

At $45^\circ$ the driving is 0.57 of its maximum, but the peak growth rate is $0.5715^4=0.107$ of its maximum. The driving falls to half at $49^\circ$, the peak rate already at $27^\circ$. These comparisons hold $\gamma$ and $M$ fixed and let each direction take its fastest wavelength.

For the time scale, put $k=\tfrac34k_c=0.00672$ nm⁻¹ into (12). The rate becomes $M\gamma k^4/3$. With $\Omega=0.0200$ nm³ and the rough choice $n_s=\Omega^{-2/3}=13.6$ nm⁻², one e-fold per hour requires
$$D_s=\frac{3k_BT}{3600\,{\rm s}\;n_s\Omega^2\gamma k^4}\approx7.8\times10^{-9}\ {\rm cm^2/s}.$$
This is a requirement, not a predicted diffusivity. It presumes a clean surface: a native oxide, which is not desorbed at this temperature, blocks the surface diffusion of silicon. It is an average over all surface sites, not the mobility of a single adatom. Only the product $D_sn_s$ is fixed: with the site density of the (001) face, two atoms per $(0.543\ {\rm nm})^2$ or 6.8 nm⁻², the required $D_s$ doubles to about $1.6\times10^{-8}$ cm²/s.

**Beside the real case.** Several omissions are small. Cubic elasticity lowers the factor at $\phi=0$ from 0.778 to 0.736, which lengthens the wavelength by about 6% and lowers the peak rate by about 20%. The calculated maximum stays at $\phi=0$. Roughly 5% thermal softening shortens the wavelength by about 5% at fixed stress. The bending stress changes by 1.5% over the depth $1/k$, and a rough excess surface stress of 1 N/m adds a traction of 0.7% of the ripple load. In a wide isotropic plate the transverse stress is $\nu\sigma$, so by (9) the driving at $90^\circ$ is $\nu^2=0.049$ of that at $0^\circ$, not zero. For silicon bent along [110] with an (001) surface, the cubic constants give an in-plane Poisson ratio of only about 0.06, and the fraction is about 0.004. Plastic flow is more serious, because 1 GPa is a high stress for hot silicon. Setting the resolved stress, 0.408 of the applied one, equal to $Gb/L_d$, with $b$ the dislocation Burgers vector, gives a source length $L_d$ of 63 nm. Longer sources can operate, so the beam must be nearly free of dislocations. If flow halves the stress, the wavelength grows fourfold and the peak rate falls by $2^8=256$.

Another serious uncertainty is the surface energy. An exact facet pays for steps in proportion to $|h'|$. A rough step energy of 0.05 eV/nm and a step height of 0.136 nm give a coefficient $\beta=0.059$ J/m². This value is taken as fixed, although step energies on Si(001) depend on the type of step and on the strain, including its sign, so tension and compression need not act alike on the real facet. Since $\langle|h'|\rangle=2ak/\pi$, the cost is $2\beta ak/\pi$. By (10), the gain at the fastest wavelength is $\gamma(ak)^2/12$. They balance at
$$ak=\frac{24\beta}{\pi\gamma}=\frac{24\times0.059}{\pi\times1.3}\approx0.35 .$$
At this slope the ripple has the same energy as the flat facet. For a sinusoidal ripple of this wavelength, the energy first rises with slope and is highest at half this value, about 0.17. A shallower ripple is driven back towards the flat facet, so the linear growth law does not apply to it. Longer ripples have a lower threshold. The numbers are scales, since 0.35 lies outside the small-slope range and is about the slope at which single steps sit one atomic row apart. They also depend on the model, because this estimate keeps the area cost $\gamma h'^2/2$ of (10) beside the step cost. On a surface made only of terraces and steps, the terraces cover exactly the projected area and that term is absent. The gain is then the whole elastic release, $\gamma k_cka^2/4=\gamma(ak)^2/3$, and the balance lies at $6\beta/\pi\gamma\approx0.09$. Repulsion between steps, left out here, raises the threshold again and can remove the balance altogether.

A surface miscut by $4^\circ$ already has steps, with mean slope $p_0=0.070$. For a miscut of this size towards [110] the steps on Si(001) are mostly of double height, so the single-step value of $\beta$ used below is only a scale. For a wavevector along the miscut direction, ripple slopes below $p_0$ merely redistribute these steps, and the linear cost averages to zero. At 935 nm this limits the amplitude to about 10 nm. Bunching the steps still costs energy through their repulsion. That repulsion sets the stiffness in this direction; it is not computed here and need not be close to $\gamma$, so the fastest wavelength can differ from 935 nm. For a wavevector along the steps, the slope magnitude is $\sqrt{p_0^2+h'^2}\approx p_0+h'^2/2p_0$. For ripple slopes well below $p_0$, and a step energy that does not depend on step direction, the steps then contribute a stiffness $\beta/p_0=0.84$ J/m², comparable with $\gamma$ itself. For anisotropic steps the step stiffness replaces the step energy in $\beta$, and the value changes in proportion.

The effective stiffness can therefore depend strongly on direction. Because the peak rate varies as $F^4/\gamma^3$, a stiffness at $45^\circ$ equal to $0.5715^{4/3}=0.47$ of that at $0^\circ$ would make the two directions grow equally fast. The factor $\cos^2\phi\,(1-\nu\cos^2\phi)$ describes the elastic driving; when the stiffness and the diffusivity also vary with angle, the linear growth law favours the direction with the largest $D_sF^4/\gamma^3$, where $D_s$ and the stiffness $\gamma$ are those for a ripple in that direction. Further values are in the numerical output below.

## Values computed for the example and the checks

```
largest error of F, compliance route: 1.3e-15
largest relative energy error, slope 0.02: 3.0e-04
relative error of energy theorem, slope 0.1: 1.1e-06
rough C11, C12, C44: 166, 64, 80 GPa
averaged shear modulus G: 66.8 GPa
averaged Poisson ratio nu: 0.222
averaged Young modulus: 163.3 GPa
stress: 1.00 GPa; elastic strain: 0.61 %
rough surface energy: 1.30 J/m2
temperature: 973 K
beam thickness: 20 um
bend radius: 1.63 mm
k_c at 0 deg: 0.00896 1/nm
critical wavelength at 0 deg: 701 nm
fastest wavelength at 0 deg: 935 nm
numerical fastest k / k_c: 0.7499
angle(deg)  F  F/F(0)  rate/rate(0)  cubic[110]  cubic[100]
  0  0.7777  1.0000  1.0000  0.7363  0.8179
 30  0.6249  0.8036  0.4170  0.5832  0.6441
 45  0.4444  0.5715  0.1067  0.4132  0.4455
 60  0.2361  0.3036  0.0085  0.2255  0.2212
 90  0.0000  0.0000  0.0000  0.0000  0.0000
fastest wavelength at 45 deg: 1637 nm
half-maximum angle of driving: 49.0 deg
half-maximum angle of growth rate: 27.0 deg
atomic volume: 0.02001 nm3
surface site density: 13.57 1/nm2
diffusivity for one e-fold per hour: 7.78e-09 cm2/s
cubic peak angle, stress [110]: 0 deg
cubic peak angle, stress [100]: 0 deg
wide plate, driving at 90 deg / 0 deg: 0.0494
rough thermal softening of moduli: 4.7 %
stress change over depth 1/k: 1.5 %
rough excess surface stress: 1.0 N/m
excess-stress traction / ripple traction: 0.67 %
energy / quadratic law at slope 0.3: 0.9386
largest Schmid-type factor used: 0.408
dislocation source length that can operate: 63 nm
rough step energy: 0.050 eV/nm
step height: 0.136 nm
facet cusp coefficient: 0.0590 J/m2
threshold slope on exact facet: 0.347
slope of 4 deg miscut: 0.0699
ripple amplitude at miscut slope: 10.4 nm
stiffness along steps from step energy: 0.84 J/m2
stiffness ratio 45/0 deg for equal growth: 0.474
```
